# Periodic instantons and the crossover temperature of a tunnelling barrier

**Q:** I measure escape over a barrier while cooling the sample. I am told that below some temperature a "periodic instanton" takes over. What is periodic, and in what time?

**A:** Take one coordinate $x$, mass $m$, no friction, and a potential $U(x)$ whose top is at $x=0$, with $U(0)=V_0$ and $U''(0)=-m\omega_b^2$. The operator $e^{-\beta H}$, with $\beta=1/(kT)$, is a quantum evolution through the imaginary time $\beta\hbar$. Its trace is a sum over closed paths $x(t)$, with $x(\beta\hbar)=x(0)$, weighted by $e^{-S/\hbar}$, where

$$S=\int_0^{\beta\hbar}\left[\tfrac12 m\dot x^2+U(x)\right]dt .$$

The potential enters with a plus sign because time is imaginary. Setting the first variation of $S$ to zero gives

$$m\ddot x=U'(x).$$

This is Newton's equation in the inverted potential $-U$, so the barrier top has become the bottom of a well. One closed solution is to sit at $x=0$; it exists at every temperature. A periodic instanton is a solution that moves, making one oscillation about $x=0$ in the time $\beta\hbar$. Temperature therefore prescribes the period.

**Q:** A particle in a well can oscillate with any small energy. Why can't I always find such an orbit?

**A:** You can choose its amplitude, but a small amplitude hardly changes its period. Near the top $U\approx V_0-\tfrac12m\omega_b^2x^2$, so $\ddot x=-\omega_b^2x$ and the period is $2\pi/\omega_b$. It matches the prescribed time when $\beta\hbar=2\pi/\omega_b$, that is, at

$$T_c=\frac{\hbar\omega_b}{2\pi k}.$$

Higher temperature means a shorter time $\beta\hbar$. An instanton above $T_c$ would have to oscillate faster than the small orbit does. Whether larger orbits are slower or faster depends on the barrier's shape.

**Q:** So the claim "only below $T_c$" is not general?

**A:** It needs a condition, which can be stated through the barrier's width. Let $U$ fall steadily on both sides over the energies considered, and let $w(y)$ be the full width at depth $y=V_0-U$. The quantity

$$E=U(x)-\tfrac12m\dot x^2$$

is conserved, so $|\dot x|=\sqrt{2(U-E)/m}$. The orbit crosses the barrier twice per period:

$$\tau=2\int\frac{dx}{\sqrt{2(U-E)/m}} .$$

With $D=V_0-E$ we have $U-E=D-y$. At each depth the left and right flanks together contribute $w'(y)\,dy$ to the length, hence

$$\tau=\sqrt{2m}\int_0^D\frac{w'(y)\,dy}{\sqrt{D-y}} .$$

For the parabola with the same top curvature, $y=\tfrac12m\omega_b^2x^2$, so

$$w=2\sqrt{\frac{2y}{m\omega_b^2}},\qquad w'=\sqrt{\frac{2}{m\omega_b^2}}\;\frac1{\sqrt y} .$$

Substituting $y=D\sin^2\varphi$,

$$\int_0^D\frac{dy}{\sqrt{y(D-y)}}=\int_0^{\pi/2}2\,d\varphi=\pi ,$$

and $\tau=\sqrt{2m}\sqrt{2/m}\,\pi/\omega_b=2\pi/\omega_b$ at every depth. If the true barrier has a larger $w'(y)$ than this parabola at every $y>0$, the integral is larger and $\tau>2\pi/\omega_b$. Since $\tau=\beta\hbar$, every instanton then has $T<T_c$.

Existence below $T_c$ is a separate point. The period starts at $2\pi/\omega_b$ for small orbits and varies continuously with energy. If it grows without bound at the lowest allowed energy, it takes every value above $2\pi/\omega_b$ on the way, so each $T<T_c$ has an instanton.

**Q:** Can you show me a barrier that breaks the rule?

**A:** Take $U=V_0e^{-q^2-2q^4}$ with $q=x/a$. Expanding near the top,

$$\frac{U}{V_0}=1-q^2-2q^4+\tfrac12q^4+\dots=1-q^2-\tfrac32q^4+\dots$$

The flanks steepen faster than the parabola, so the width grows too slowly. At $E=0.9\,V_0$ its growth rate is 0.87 of the parabola's. Larger orbits are at first faster, and a scan over energy finds instantons up to about $1.16\,T_c$, the highest near $E=0.6\,V_0$.

Asymmetry need not break the rule. For a cubic metastable well, with its minimum at zero energy, the width condition held at all the energies tested. At $E=V_0/2$ the period was 1.10 times $2\pi/\omega_b$.

**Q:** Give me a case I can follow completely, with numbers.

**A:** Use $U=V_0\,\mathrm{sech}^2(x/a)$. Near the top it is $V_0(1-x^2/a^2)$, so $m\omega_b^2=2V_0/a^2$. At relative depth $d=D/V_0$ the turning points obey $\tanh^2(x/a)=d$, which gives

$$w=2a\,\mathrm{artanh}\sqrt d,\qquad \frac{dw}{dD}=\frac{a}{V_0\sqrt d\,(1-d)} .$$

The parabola has $w=2a\sqrt d$ and $dw/dD=a/(V_0\sqrt d)$. The ratio is $1/(1-d)>1$, so the condition holds. With $y=D\sin^2\varphi$ the period becomes

$$\tau=\sqrt{\frac{2m}{V_0}}\;2a\int_0^{\pi/2}\frac{d\varphi}{1-d\sin^2\varphi}.$$

The substitution $v=\tan\varphi$ turns the integral into $\int_0^\infty dv/[1+(1-d)v^2]=\pi/(2\sqrt{1-d})$. Since $a\sqrt{2m/V_0}=2/\omega_b$ and $1-d=E/V_0$,

$$\tau=\frac{2\pi}{\omega_b}\sqrt{\frac{V_0}{E}} .$$

Write $\theta=T/T_c$. The requirement $\tau=\beta\hbar=2\pi/(\omega_b\theta)$ gives

$$E=V_0\theta^2,\qquad x_{\max}=a\,\mathrm{arccosh}(1/\theta).$$

An energy below the top requires $\theta<1$. As $\theta\to1$ the amplitude shrinks as $a\sqrt{2(1-\theta)}$: the instanton does not vanish abruptly but contracts onto the barrier top. As $\theta\to0$ its energy goes to zero and its turning points move far out.

For numbers, take a particle of proton mass with $V_0=0.4$ eV and $a=0.5$ Å. Then $\omega_b=1.751\times10^{14}\ \mathrm{s^{-1}}$ and $\hbar\omega_b=0.1152$ eV. Dividing by $2\pi k$ gives $T_c=212.8$ K. At 150 K, $\theta=0.705$, so $E=0.4\times0.705^2=0.199$ eV and $x_{\max}=0.443$ Å. The period is 50.9 fs, compared with 35.9 fs for the smallest orbit.

**Q:** At 150 K the particle could still sit at the top of the inverted well. Why prefer the moving path?

**A:** Compare the actions. On the orbit $U=E+\tfrac12m\dot x^2$, so

$$S=E\tau+\int_0^\tau m\dot x^2dt=E\tau+W(E),\qquad W(E)=2\int\sqrt{2m(U-E)}\,dx .$$

Differentiating $W$ gives $W'(E)=-\tau(E)$; the moving end points add nothing, because the integrand vanishes there. Since $W(V_0)=0$,

$$W(E)=\int_E^{V_0}\tau(E')\,dE'=\frac{4\pi V_0}{\omega_b}\left(1-\sqrt{E/V_0}\right).$$

With $E=V_0\theta^2$ the two parts are $E\tau=2\pi V_0\theta/\omega_b$ and $W=4\pi V_0(1-\theta)/\omega_b$, and

$$S_{\rm inst}=\frac{2\pi V_0}{\omega_b}(2-\theta),\qquad S_{\rm top}=V_0\beta\hbar=\frac{2\pi V_0}{\omega_b\theta} .$$

Their difference is

$$S_{\rm top}-S_{\rm inst}=\frac{2\pi V_0}{\omega_b}\,\frac{1-2\theta+\theta^2}{\theta}=\frac{2\pi V_0}{\omega_b}\,\frac{(1-\theta)^2}{\theta}\ge0 .$$

At 150 K the actions are $28.25\hbar$ and $30.95\hbar$, so the instanton has the larger weight by a factor $e^{2.70}\approx15$ before fluctuations are counted. The difference vanishes quadratically at $T_c$, where the two paths merge.

**Q:** I know the factor $(u/2)/\sin(u/2)$ as a tunnelling correction, with $u=\hbar\omega_b/(kT)$. What has it to do with these paths?

**A:** It counts small fluctuations about the path that sits at the top. Put $\nu_n=2\pi n/(\beta\hbar)$ and expand a closed path as

$$x(t)=c_0+\sqrt2\sum_{n\ge1}\left[a_n\cos\nu_nt+b_n\sin\nu_nt\right].$$

In the parabolic approximation the cross terms integrate to zero, leaving

$$S-S_{\rm top}=\frac{m\beta\hbar}{2}\left[-\omega_b^2c_0^2+\sum_{n\ge1}(\nu_n^2-\omega_b^2)(a_n^2+b_n^2)\right].$$

The kinetic energy provides $\nu_n^2$, a stiffness against bending the path in time. The barrier provides $-\omega_b^2$. The $c_0$ term is negative because moving the whole path off the top lowers its action. That mode is the escape direction and is set apart; its classical treatment belongs to the classical flux over the barrier.

For $T>T_c$ the other modes are stable. Each Gaussian integral over $a_n$ or $b_n$ gives $(\nu_n^2-\omega_b^2)^{-1/2}$, and the pair gives the inverse first power. Relative to a free particle, for which $\omega_b=0$, the product is

$$\prod_{n\ge1}\frac{\nu_n^2}{\nu_n^2-\omega_b^2}=\prod_{n\ge1}\left[1-\frac{(u/2)^2}{\pi^2n^2}\right]^{-1}=\frac{u/2}{\sin(u/2)},$$

by Euler's product $\sin z=z\prod_{n\ge1}(1-z^2/\pi^2n^2)$ with $z=u/2$. At high temperature this is $1+u^2/24+\dots$, the first quantum correction.

**Q:** And which part of it blows up?

**A:** The pair $n=1$. Since $\nu_1=\omega_bT/T_c$, its stiffness is

$$\nu_1^2-\omega_b^2=\omega_b^2\left[(T/T_c)^2-1\right],$$

which vanishes at $T_c$. The corresponding path, $\cos\nu_1t$ with an arbitrary phase, is the infinitesimal instanton. The condition that lets a small orbit close is thus the condition that removes the restoring force against forming it. The Gaussian weight gives $\langle a_1^2\rangle=kT/[m(\nu_1^2-\omega_b^2)]$, which diverges together with the factor.

To find the strength of the pole, write $u/2=\pi T_c/T=\pi-\delta$, where $\delta=\pi(T-T_c)/T$. Then

$$\frac{u/2}{\sin(u/2)}=\frac{\pi-\delta}{\sin\delta}=\frac{\pi}{\delta}-1+O(\delta)=\frac{T}{T-T_c}-1+O(\delta)=\frac{T_c}{T-T_c}+O(\delta).$$

At 250 K in our example, $u=5.349$ and $(u/2)/\sin(u/2)=2.675/0.450=5.94$. At 214 K it is already 183.

**Q:** And just below $T_c$?

**A:** The sine changes sign and the formula turns negative, which no flux ratio can be. The Gaussian integrals behind it no longer converge. At 150 K the constant path has three negative modes: $c_0$ and the $n=1$ pair. The instanton has one, at $-0.26\,\omega_b^2$, then a zero mode, then a positive one at $0.60\,\omega_b^2$. The zero mode is a shift of the orbit in time, which leaves its action unchanged. The instanton is therefore the saddle with a single direction of escape.

**Q:** I think in terms of particles with energy $E$ hitting the barrier. Can you get the divergence that way?

**A:** Yes. If $P(E)$ is the transmission probability, the thermal flux is proportional to $\int P\,e^{-\beta E}dE$. Classically $P$ is one above $V_0$ and zero below, giving $e^{-\beta V_0}/\beta$. The ratio is

$$\kappa=\beta\int P(E)\,e^{-\beta(E-V_0)}\,dE .$$

For the parabola, let $\xi=x\sqrt{m\omega_b/\hbar}$ and $\eta=(E-V_0)/(\hbar\omega_b)$. The Schrödinger equation becomes $\psi''+(\xi^2+2\eta)\psi=0$. Inserting $\psi=\xi^pe^{i\xi^2/2}$ at large $\xi$ leaves $2ip+i+2\eta=0$, so $p=i\eta-\tfrac12$. The transmitted wave on the right is

$$\psi=B\,\xi^{i\eta-1/2}e^{i\xi^2/2}.$$

Continue it to the left through the upper half of the complex $\xi$ plane. In the first quadrant this exponential decays and its growing partner is absent. In the second quadrant it is the growing one, and an admixture of the decaying partner cannot change its coefficient. With $\xi=|\xi|e^{i\pi}$ it arrives as the reflected wave, with amplitude

$$B\,e^{i\pi(i\eta-1/2)}=-iB\,e^{-\pi\eta}.$$

The partner is the incoming wave. Giving it unit amplitude, flux conservation reads $1=|B|^2+|B|^2e^{-2\pi\eta}$, so

$$P=|B|^2=\frac{1}{1+e^{-2\pi\eta}} .$$

Now let $y=2\pi\eta$ and $r=T_c/T$, so that $\beta(E-V_0)=ry$:

$$\kappa=r\int_{-\infty}^{\infty}\frac{e^{(1-r)y}}{1+e^y}\,dy .$$

Call the integral $I$ and set $p=1-r$, with $0<p<1$. Shifting the line of integration by $2\pi i$ multiplies the integrand by $e^{2\pi ip}$ and encloses the pole at $y=i\pi$, whose residue is $-e^{i\pi p}$. Thus $(1-e^{2\pi ip})I=-2\pi i\,e^{i\pi p}$, or $I=\pi/\sin\pi p=\pi/\sin\pi r$. Since $\pi r=u/2$, we recover $\kappa=(u/2)/\sin(u/2)$.

The divergence is now visible at low energy. Going down from the top, the Boltzmann weight grows as $e^{r|y|}$ while transmission falls as $e^{-|y|}$. At $r=1$ they cancel, and each further interval of energy contributes equally. Cutting the integral at $y=-200$ and $y=-400$ gives 200 and 400.

**Q:** My barrier has a bottom. Surely my rate does not diverge at 212.8 K?

**A:** It does not. The parabola falls forever, and that is what the divergence uses. For a smooth barrier, well below the top, the wave decays as $\exp[-\int\sqrt{2m(U-E)}\,dx/\hbar]$; squaring gives $P\approx e^{-W/\hbar}$ in the semiclassical approximation. The exponent of the thermal integrand, $-\beta E-W(E)/\hbar$, is stationary when

$$\beta=-W'(E)/\hbar=\tau(E)/\hbar .$$

This is the instanton condition again. When it lies well below the top, the instanton energy is the energy around which most particles tunnel, provided two things hold. First, $\tau$ must increase as $E$ falls, so that the stationary point is a maximum. Second, this maximum must outweigh the barrier top, which requires $S_{\rm top}-S_{\rm inst}=\int_E^{V_0}[\beta\hbar-\tau(E')]\,dE'>0$. Both hold if $\tau$ grows steadily all the way down from the top. For the steep barrier above, near its highest instanton temperature $\beta\hbar$ is close to the shortest period, the integral is negative, and the top outweighs the instanton.

For the sech² barrier put $s=\sqrt{E/V_0}$ and $g=V_0/(\hbar\omega_b)$; here $g=3.47$. At $T_c$, $\beta V_0=2\pi g$, and the exponent measured from the top is

$$2\pi g(1-s^2)-4\pi g(1-s)=-2\pi g(1-s)^2 .$$

The linear terms cancel, as for the parabola, but the flattening flanks leave a quadratic cutoff. Within about $\hbar\omega_b$ of the top, $P$ is not a pure exponential. There the integrand is $1/(1+e^y)$, which differs from a unit step by an odd function of $y$, so to leading order the difference integrates to zero. Using the step, with $\beta\,dE=4\pi g\,s\,ds$ and $v=1-s$,

$$\kappa(T_c)\approx4\pi g\int_0^\infty(1-v)e^{-2\pi gv^2}dv=4\pi g\left[\frac{1}{2\sqrt{2g}}-\frac1{4\pi g}\right]=\pi\sqrt{2g}-1 .$$

Extending the upper limit from 1 to infinity costs only an exponentially small amount for large $g$. The estimate is 7.3; solving the Schrödinger equation numerically gives 8.1. With $g$ four times larger the values are 15.6 and 16.0, so the error relative to the wave equation falls from 10% to 3%.

**Q:** How far from $T_c$ may I trust each formula?

**A:** On the warm side, compare the parabolic factor with the wave-equation value:

- 300 K: 2.82 against 2.56
- 250 K: 5.94 against 4.12
- 220 K: 29.8 against 6.84

The parabolic factor is 10% too large at 300 K and 44% too large at 250 K. It must fail once its pole, $T_c/(T-T_c)$, reaches the size of the true ceiling, roughly $\pi\sqrt{2g}$. That happens at $T-T_c\approx T_c/(\pi\sqrt{2g})$, about 26 K here.

On the cold side, expand the exponent

$$f(s)=\frac{2\pi g}{\theta}(1-s^2)-4\pi g(1-s)$$

about its maximum. From $f'(s)=4\pi g(1-s/\theta)=0$ we get $s=\theta$, with $f(\theta)=2\pi g(1-\theta)^2/\theta$ and $f''=-4\pi g/\theta$. The measure $\beta\,dE=(4\pi g/\theta)s\,ds$ equals $4\pi g\,ds$ there. The Gaussian integral contributes $\sqrt{2\pi/|f''|}=\sqrt{\theta/(2g)}$, hence

$$\kappa\approx2\pi\sqrt{2g\theta}\;\exp\left[\frac{2\pi g(1-\theta)^2}{\theta}\right].$$

The exponent is $(S_{\rm top}-S_{\rm inst})/\hbar$, as it should be. At 150 K this gives 206, against 226 from the wave equation. At 100 K it gives $5.3\times10^6$ against $5.9\times10^6$, 11% low; with $g$ four times larger at the same $\theta$ it is 3% low.

The Gaussian must fit between $s=0$ and the top at $s=1$. Its width, $\sqrt{\theta/(4\pi g)}$, must therefore be small compared with both $\theta$ and $1-\theta$. Near $T_c$ the second condition fails within roughly $T_c/\sqrt{4\pi g}\approx32$ K. In that range use the energy integral itself, which passes smoothly through $T_c$.

**Q:** Then what should I look for as I cool through 212.8 K?

**A:** Not a spike. In this example $\kappa$ rises steadily through the listed temperatures: 4.1 at 250 K, 6.8 at 220 K, 8.1 at $T_c$ and 226 at 150 K. What changes is where the flux comes from. Above $T_c$ it comes from a band of energies that reaches up to the barrier top. Energies above the top contribute at most 1 to $\kappa$, since $P\le1$, so at least a fraction $1-1/\kappa$ of the flux comes from below the top: more than half already at 300 K. At $T_c$ the band extends down from the top as the factor $e^{-2\pi g(1-s)^2}$ in the estimate above shows. More than about 30 K below $T_c$, where the peak of the Gaussian lies at least one width under the top, the dominant energy follows the instanton down as $V_0(T/T_c)^2$. The change is spread over a few tens of kelvin, and the numerical output below lists $\kappa$ on both sides.

## Numbers as computed

```
mass = 1.67262e-27 kg
barrier height V0 = 0.400 eV
barrier length a = 0.500 angstrom
omega_b = 1.7508e+14 1/s
hbar*omega_b = 0.11524 eV
g = V0/(hbar*omega_b) = 3.4711
crossover temperature T_c = 212.84 K
shortest period 2 pi/omega_b = 35.888 fs
Instanton at T = 150.0 K, theta = 0.7048
  period = 50.922 fs
  energy E = 0.1987 eV
  amplitude = 0.4430 angstrom
  action S/hbar = 28.2481
  constant-path action/hbar = 30.9454
  action difference/hbar = 2.6972
  lowest mode = -0.2615 omega_b^2
  zero mode, absolute value below 1e-8: True
  next mode = 0.6013 omega_b^2
  negative modes of constant path = 3
Parabolic barrier at T = 250.0 K
  u = 5.3491
  soft pair (T/T_c)^2-1 = 0.3797
  factor, formula = 5.9405
  factor, 600-point path integral = 5.9406
  factor, energy integral = 5.9405
Energy integral at T_c, cutoff in hbar*omega_b/(2 pi):
  cutoff 200: 200.000; cutoff 400: 400.000
Flux ratio kappa: wave equation | parabolic factor
  T = 300.0 K: 2.560 | 2.817
  T = 250.0 K: 4.116 | 5.940
  T = 220.0 K: 6.836 | 29.759
  T = 214.0 K: 7.841 | 182.797
kappa at T_c, wave equation = 8.067
kappa at T_c, estimate pi*sqrt(2g)-1 = 7.277
same at 4g: wave equation 15.982, estimate 15.555
Flux ratio kappa: wave equation | instanton estimate
  T = 150.0 K: 226.2 | 206.2
  T = 100.0 K: 5.89e+06 | 5.259e+06
instanton/wave equation at 100 K: 0.893
same theta at 4g: 0.972
cubic barrier, E = V0/2: period*omega_b/(2 pi) = 1.0984
Counterexample exp(-q^2-2q^4):
  width-slope ratio at E = 0.9 V0: 0.8657
  highest instanton temperature = 1.1565 T_c
  reached at E = 0.615 V0
```
